\section*{Fermi energy of a hard-wall electron slab at fixed density}

\section{From standing waves to the Fermi energy}

\textbf{Q.} You say that a thin slab of free electrons has a higher Fermi energy than the bulk gas of the same density. But the density of a free-electron gas fixes its Fermi energy. Where can the thickness enter?

\textbf{A.} The density fixes the Fermi energy through a count of states, and walls change the count. I use Hartree atomic units, in which $\hbar$, the electron mass, the elementary charge and $4\pi\varepsilon_0$ are all one. The electrons do not interact, their mass is the free mass, and the temperature is zero. In the bulk the occupied wave vectors fill a sphere of radius $k$. A volume $V$ has $V/(2\pi)^3$ wave vectors per unit volume of wave-vector space, each with two spin states, so
\begin{equation}
n=\frac{2}{(2\pi)^3}\,\frac{4\pi k^3}{3}=\frac{k^3}{3\pi^2},\qquad E_b=\frac{k^2}{2}.
\label{bulk}
\end{equation}
From here on $k$ and $E_b$ denote these bulk values. For the slab I have to count again.

\textbf{Q.} Then count. Which states does the slab have?

\textbf{A.} The slab lies between impenetrable walls at $z=0$ and $z=d$, with a flat potential between them, and has a very large area $A$ in the plane. Energies are measured from the flat potential floor. The wave function vanishes at both walls, so its normal part is
\begin{equation}
\sqrt{\frac{2}{d}}\,\sin(k_jz),\qquad k_j=\frac{\pi j}{d},\qquad j=1,2,3,\dots
\end{equation}
The value $j=0$ gives a function that is zero everywhere, hence no state, and $-j$ gives the same state as $j$. Motion in the plane is free, with wave vector $\mathbf p$, and the energy is $(p^2+k_j^2)/2$. Each $j$ labels a subband.

\textbf{Q.} How many electrons does one subband hold?

\textbf{A.} Write the slab's Fermi energy as $E_F=q^2/2$. A state of subband $j$ is occupied if $p^2<q^2-k_j^2$, which is a disc of area $\pi(q^2-k_j^2)$. The plane has $A/(2\pi)^2$ wave vectors per unit area of wave-vector space, and spin doubles the number:
\begin{equation}
\frac{N_j}{A}=\frac{2}{(2\pi)^2}\,\pi\,(q^2-k_j^2)=\frac{q^2-k_j^2}{2\pi}\qquad (k_j<q).
\label{subband}
\end{equation}

\textbf{Q.} You also have to say what you hold fixed. ``Density'' is ambiguous in a film whose density varies across it.

\textbf{A.} I fix the mean density between the walls, $n=N/(Ad)$, with $d$ the wall-to-wall distance. This choice matters, and we shall have to return to it. It requires $nd=\sum_jN_j/A$. It is convenient to measure wave numbers in units of the level spacing $\pi/d$:
\begin{equation}
x=\frac{qd}{\pi},\qquad x_0=\frac{kd}{\pi}.
\end{equation}
The right side of the condition becomes
\begin{equation}
\frac{1}{2\pi}\sum_{j<x}\left(\frac{\pi}{d}\right)^2(x^2-j^2)=\frac{\pi}{2d^2}\,S(x),\qquad S(x)=\sum_{1\le j\le x}(x^2-j^2).
\end{equation}
On the left, equation (\ref{bulk}) with $k=\pi x_0/d$ gives $nd=k^3d/(3\pi^2)=\pi x_0^3/(3d^2)$. Equating the two and multiplying by $2d^2/\pi$,
\begin{equation}
S(x)=\tfrac23\,x_0^3 .
\label{fill}
\end{equation}
This equation determines the slab's Fermi wave number.

\textbf{Q.} If I replace the sum by an integral from $0$ to $x$, I find $S=2x^3/3$, hence $x=x_0$ and no shift at all.

\textbf{A.} The shift lies in the difference between the sum and that integral, so the sum must be done without approximation. Let $M$ be the largest integer not above $x$, and $t=x-M$ the fractional part of $x$, written $\{x\}$. The sum of the first $M$ squares is $M(M+1)(2M+1)/6=M^3/3+M^2/2+M/6$, so
\begin{equation}
S=Mx^2-\frac{M^3}{3}-\frac{M^2}{2}-\frac M6 .
\end{equation}
Now insert $M=x-t$ in each term:
\begin{align}
Mx^2&=x^3-tx^2,\\
-\tfrac13M^3&=-\tfrac13x^3+tx^2-t^2x+\tfrac13t^3,\\
-\tfrac12M^2&=-\tfrac12x^2+tx-\tfrac12t^2,\\
-\tfrac16M&=-\tfrac16x+\tfrac16t.
\end{align}
The terms $\mp tx^2$ cancel in the sum, which leaves
\begin{equation}
S(x)=\tfrac23x^3-\tfrac12x^2-x\,B_2(t)+\tfrac13B_3(t),
\label{S}
\end{equation}
with $B_2(t)=t^2-t+\frac16$ and $B_3(t)=t^3-\frac32t^2+\frac12t$, the Bernoulli polynomials. As a check, $x=1$ has $t=0$ and gives $\frac23-\frac12-\frac16=0$, which is right because the lowest subband is then just empty.

\textbf{Q.} The term $-x^2/2$ is the one my integral missed. Is it an accident of the algebra, or does it mean something?

\textbf{A.} It is the missing state $j=0$. Extend the sum to all integers $|j|\le x$. Positive and negative $j$ contribute equally and $j=0$ contributes $x^2$, so the extended sum is $2S+x^2$. By equation (\ref{S}),
\begin{equation}
2S+x^2=\tfrac43x^3-2xB_2(t)+\tfrac23B_3(t).
\end{equation}
The first term is the integral of $x^2-u^2$ from $-x$ to $x$, and there is no term in $x^2$. The extended sum is therefore well represented by its integral. The slab's own sum is half of what remains after $j=0$ is taken out, and that removal costs $x^2/2$.

\textbf{Q.} Very well. But you need $x$ for a given $x_0$, and the fractional part in (\ref{S}) belongs to the unknown $x$.

\textbf{A.} So I first express $x_0$ through $x$, which is explicit, and then turn the series around. Equations (\ref{fill}) and (\ref{S}), multiplied by $\frac32$, give
\begin{equation}
x_0^3=x^3(1-\epsilon),\qquad \epsilon=\frac{3}{4x}+\frac{3B_2}{2x^2}-\frac{B_3}{2x^3}.
\end{equation}
For a thick slab $\epsilon$ is small, and $(1-\epsilon)^{1/3}=1-\epsilon/3-\epsilon^2/9+O(\epsilon^3)$. To order $x^{-2}$ the two terms are $\epsilon/3=1/(4x)+B_2/(2x^2)$ and $\epsilon^2/9=1/(16x^2)$. Multiplying by $x$,
\begin{equation}
x_0=x-\frac14-\frac1x\left(\frac1{16}+\frac{B_2(\{x\})}{2}\right)+O(x^{-2}).
\end{equation}
Hence $x=x_0+\frac14+O(1/x_0)$. In the bracket, which already carries a factor $1/x$, I may replace $1/x$ by $1/x_0$ and $\{x\}$ by $\{x_0+\frac14\}$. The second replacement is safe even where the fractional part jumps, because $B_2(0)=B_2(1)$ and the slope of $B_2$ is at most one in size. Therefore
\begin{equation}
x=x_0+\frac14+\frac{c}{x_0}+O(x_0^{-2}),\qquad c=\frac1{16}+\frac12B_2\!\left(\{x_0+\tfrac14\}\right).
\label{x}
\end{equation}

\textbf{Q.} And the energy?

\textbf{A.} Since $E_F/E_b=(q/k)^2=(x/x_0)^2$, I divide (\ref{x}) by $x_0$ and square. The term in $1/x_0$ is $2\times\frac14$. The term in $1/x_0^2$ is $(\frac14)^2+2c=\frac1{16}+\frac18+B_2$. So
\begin{equation}
\frac{E_F}{E_b}=1+\frac{\pi}{2kd}+\frac{1}{x_0^2}\left[\frac3{16}+B_2\!\left(\{x_0+\tfrac14\}\right)\right]+O(x_0^{-3}),
\label{main}
\end{equation}
where $1/(2x_0)=\pi/(2kd)$. The leading correction raises the Fermi energy by the fraction $\pi/(2kd)$.

\textbf{Q.} Is that not simply the zero-point energy of the confined motion?

\textbf{A.} No. The lowest level is $E_1=\pi^2/(2d^2)$, so $E_1/E_b=1/x_0^2$. That falls as $1/d^2$ and is smaller than the leading rise by the factor $2/x_0$.

\textbf{Q.} Subbands fill one after another as the slab thickens. Must I average over these steps before your $1/d$ law appears?

\textbf{A.} No, because the steps enter one order later. On $0\le t\le1$ the function $B_2$ runs between $-\frac1{12}$, at $t=\frac12$, and $\frac16$, at the ends. The bracket in (\ref{main}) thus stays between $\frac5{48}$ and $\frac{17}{48}$. The oscillation spans $1/(4x_0^2)$ from bottom to top, which is a fraction $1/(2x_0)$ of the leading rise. Its cusped maxima lie where $x$ is an integer, which is where a new subband begins to fill. At fixed $n$, in a thick slab, it repeats when $d$ grows by $\pi/k$. An average over one such period removes $B_2$, whose integral is $\frac13-\frac12+\frac16=0$, and leaves the smooth second-order coefficient $\frac3{16}=0.1875$. Solving (\ref{fill}) numerically and averaging over one period near $x_0=100$ gave 0.1880.

\textbf{Q.} How thin may the slab be?

\textbf{A.} The expansion needs $x_0$ well above one. The opposite end can be solved directly. While one subband is occupied, $S=x^2-1$, and (\ref{fill}) gives
\begin{equation}
\frac{E_F}{E_b}=\frac{1+\frac23x_0^3}{x_0^2}.
\end{equation}
For very small $x_0$ this is $1/x_0^2$, the zero-point energy, and there the $1/d$ law has failed. The second subband opens at $x=2$, where $\frac23x_0^3=3$ and $x_0=1.65$. The true ratio is then $4/1.65^2=1.47$, while the leading law gives $1+1/3.30=1.30$.

\textbf{Q.} Give me numbers for a film that someone might grow.

\textbf{A.} Take $n=5\times10^{22}\,\mathrm{cm^{-3}}$, which is $50\,\mathrm{nm^{-3}}$, and $d=3$ nm. These are round values in the rough range of titanium nitride electrodes made by atomic layer deposition. Then
\begin{equation}
k=(3\pi^2\times50)^{1/3}\,\mathrm{nm^{-1}}=11.397\,\mathrm{nm^{-1}},\qquad x_0=\frac{11.397\times3}{\pi}=10.883,
\end{equation}
and $E_b=4.949$ eV. The leading fraction is $1/(2\times10.883)=4.594\%$, or 0.227 eV. For the next term, $\{x_0+\frac14\}=0.133$ and $B_2=0.018-0.133+0.167=0.051$. The term is $(0.1875+0.051)/10.883^2=0.20\%$, and the total is 4.80\%. The numerical solution of (\ref{fill}) has 11 occupied subbands and a rise of 4.795\%, which is 0.237 eV or 0.0087 hartree.

\textbf{Q.} One thickness may be luck.

\textbf{A.} At the same density, with the rise given in percent of $E_b$:
\begin{center}
\begin{tabular}{cccc}
$d$ (nm) & solved & leading & second order\\
2 & 7.092 & 6.891 & 7.089\\
3 & 4.795 & 4.594 & 4.795\\
5 & 2.792 & 2.756 & 2.792\\
10 & 1.386 & 1.378 & 1.386
\end{tabular}
\end{center}
Between 3 and 5 nm the gap between the solved and leading values falls from 0.20 to 0.04, faster than $1/d^2$. The oscillation explains this: at 5 nm $\{x_0+\frac14\}=0.39$, where $B_2=-0.07$ lowers the bracket. A wider test solved (\ref{fill}) at 211 values of $x_0$ from 5 to 120. At each of them, the second-order bracket found from the solution differed from that in (\ref{main}) by less than $0.5/x_0$.

\section{What the walls do, and what real films change}

The symbols and results needed from the first half are these. A slab of wall-to-wall distance $d$ holds $N/A=nd$ electrons per area. The bulk gas of density $n=k^3/(3\pi^2)$ has Fermi energy $E_b=k^2/2$; the slab has $E_F=q^2/2$. With $x=qd/\pi$ and $x_0=kd/\pi$, the electrons per area are $\pi S(x)/(2d^2)$, where
\begin{equation}
S(x)=\tfrac23x^3-\tfrac12x^2-xB_2(\{x\})+\tfrac13B_3(\{x\}),\qquad B_2(t)=t^2-t+\tfrac16 .
\label{S2}
\end{equation}
At fixed $n$ the leading rise is $E_F/E_b-1=\pi/(2kd)$. The example has $n=50\,\mathrm{nm^{-3}}$, $d=3$ nm, $k=11.397\,\mathrm{nm^{-1}}$, $x_0=10.883$, $E_b=4.949$ eV and a solved rise of 0.237 eV.

\textbf{Q.} I accept the count, but a missing integer is no physical cause. What happens to the electrons?

\textbf{A.} They are kept away from the walls and crowd into the interior. To see how much room is lost, look at one wall of a very thick slab. A state of subband $j$ has density $(2/d)\sin^2(k_jz)$, and the subband holds $(k^2-k_j^2)/(2\pi)$ electrons per area. Levels are spaced by $\pi/d$, so the sum over $j$ becomes $(d/\pi)\int dp$:
\begin{equation}
n(z)=\frac{1}{\pi^2}\int_0^k(k^2-p^2)\sin^2(pz)\,dp .
\end{equation}
With $\sin^2(pz)=\frac12[1-\cos(2pz)]$, the constant part gives $\frac{1}{2\pi^2}\cdot\frac23k^3=n$. The rest is the density missing at depth $z$:
\begin{equation}
n-n(z)=\frac1{2\pi^2}\int_0^k(k^2-p^2)\cos(2pz)\,dp .
\label{hole}
\end{equation}
Integrate this over depth, from 0 to $Z$. Since $\int_0^Z\cos(2pz)\,dz=\sin(2pZ)/(2p)$, the number missing per area is
\begin{equation}
\frac1{2\pi^2}\left[\frac{k^2}{2}\int_0^k\frac{\sin(2pZ)}{p}\,dp-\frac12\int_0^kp\sin(2pZ)\,dp\right].
\end{equation}
For large $Z$ the second integral vanishes as $1/Z$, because the sine oscillates ever faster. With $u=2pZ$ the first becomes $\int_0^{2kZ}(\sin u/u)\,du$, which tends to $\pi/2$. The missing number per area is therefore
\begin{equation}
\frac1{2\pi^2}\,\frac{k^2}{2}\,\frac\pi2=\frac{k^2}{8\pi}=n\,b,\qquad b=\frac{3\pi}{8k},
\label{b}
\end{equation}
where $b$ follows on division by $n=k^3/(3\pi^2)$. Each wall expels the electrons of a layer of thickness $b$, here 0.103 nm.

\textbf{Q.} Does that layer account for the whole leading term?

\textbf{A.} Yes. The electrons behave as if they had the thickness $d-2b$, so the interior density is $nd/(d-2b)\approx n(1+2b/d)$. The bulk Fermi energy varies as density to the power $\frac23$, so it rises by the fraction
\begin{equation}
\frac23\cdot\frac{2b}{d}=\frac43\cdot\frac{3\pi}{8kd}=\frac{\pi}{2kd}.
\end{equation}
For the 3 nm film the estimated interior density is $3/(3-0.207)=1.074$ times the mean. The computed density at the slab centre is 1.068 times the mean. The difference is of relative order $1/x_0^2\approx0.8\%$, the order that this estimate leaves out.

\textbf{Q.} Now I have you. A metal has a positive background of ions. If electrons leave the walls and pile up inside, the film is no longer locally neutral.

\textbf{A.} That is the most serious objection. Suppose that the background is uniform, has density $n$, and reaches up to the walls. Each face then carries an uncompensated positive charge $nb$ per area, and the interior carries the same total charge with negative sign. Treat the face charge as a thin sheet and the excess as uniform. Gauss's law in atomic units gives a field $4\pi nb$ just inside the wall, falling linearly to zero at the centre: $4\pi nb(1-2z/d)$. It pulls electrons towards the wall. An electron at the centre therefore has an energy higher than at the wall by
\begin{equation}
U=4\pi nb\int_0^{d/2}\left(1-\frac{2z}{d}\right)dz=4\pi nb\,\frac d4=\frac{k^2d}{8}=\frac{E_b\,d}{4},
\end{equation}
where I used $nb=k^2/(8\pi)$. Here $d$ is in bohr. From $E_b=0.18187$ hartree, $k=\sqrt{2\times0.18187}=0.603$ per bohr, and since $kd=34.19$, $d=56.7$ bohr. So $U\approx4.949\times56.7/4=70$ eV. Integrating the slab's actual charge density gives 68 eV.

\textbf{Q.} Seventy electronvolts, to defend a shift of a quarter of an electronvolt?

\textbf{A.} Yes, and so the assumed flat potential cannot survive in a charged gas with this background. The electrons would move back until the interior was nearly neutral. The interior density would then be close to that of the background, and the Fermi energy above the interior floor close to $E_b$. This is an electrostatic argument; I have not solved the self-consistent problem. The $1/d$ law belongs to non-interacting fermions whose mean density between the walls is imposed.

\textbf{Q.} Can you show the cancellation without a self-consistent calculation?

\textbf{A.} One can place the walls so that the interior is neutral to leading order. Let the background have thickness $L$ and density $n$, and put each wall a distance $b$ outside it. The wall distance is $d_w=L+2b$, and neutrality gives $N/A=nL=n(d_w-2b)$. Define $x_w=kd_w/\pi$. From (\ref{b}), $2bk/\pi=\frac34$, so $2b/d_w=3/(4x_w)$. The filling condition, which read $S=\frac23x_0^3$ before, now has $x_w$ for $x_0$ and a right side reduced by the factor $1-2b/d_w$. With $x=qd_w/\pi$,
\begin{equation}
S(x)=\tfrac23x_w^3\left(1-\frac{3}{4x_w}\right)=\tfrac23x_w^3-\tfrac12x_w^2 .
\end{equation}
The right side has the same two leading terms as $S$ in (\ref{S2}). Setting $x=x_w+\delta$, the change of these terms is $2x_w^2\delta$ to leading order, and it must balance $xB_2\approx x_wB_2$. Hence $\delta=B_2/(2x_w)$ and
\begin{equation}
\frac{E_F}{E_b}=\left(1+\frac{\delta}{x_w}\right)^2=1+\frac{B_2(\{x_w\})}{x_w^2}+O(x_w^{-3}).
\label{neutral}
\end{equation}
The $1/d$ term is gone, and so is the smooth coefficient $\frac3{16}$. For $L=3$ nm, $x_w=10.883+0.75=11.633$ and $B_2(0.633)=-0.066$. The predicted change is $-0.066\times4.949/11.633^2=-0.0024$ eV, and the solved value is $-0.0025$ eV.

\textbf{Q.} Are the electrostatics now harmless?

\textbf{A.} They are much reduced, not absent. The electron energy at the centre relative to the wall drops from 68 eV to $-0.42$ eV. This is a difference between two points, and at one of them, the wall, the wave functions vanish. It therefore does not give the shift of the levels, which depends on the potential across the whole film, weighted by the electron density of each level.

\textbf{Q.} Real barriers are a few electronvolts high. How does leakage into them alter your law?

\textbf{A.} Let the potential outside be $V_0=k_0^2/2$ above the floor, with the free mass there too. Keep the inner potential flat and the number of electrons per area at $nd$. Inside, the wave is $\sin(pz+\varphi)$; outside it decays as $e^{\kappa z}$ for $z<0$, with $\kappa^2=k_0^2-p^2$. Continuity of the function and of its slope at $z=0$ gives $p\cos\varphi=\kappa\sin\varphi$. So $\tan\varphi=p/\kappa$ and $\sin\varphi=p/k_0$. By symmetry the other wall adds the same phase, and the levels obey
\begin{equation}
pd+2\arcsin\frac{p}{k_0}=\pi j .
\end{equation}
For high walls the arcsine vanishes and $p=k_j$ returns.

\textbf{Q.} The levels are no longer evenly spaced, so your sum of squares is useless.

\textbf{A.} I count levels instead. Let $p_j$ be the allowed $p$, and $J(p)$ the number of them below $p$. Since $q^2-p_j^2=\int_{p_j}^q2p\,dp$, the electrons per area are
\begin{equation}
\frac NA=\frac1{2\pi}\sum_j(q^2-p_j^2)=\frac1\pi\int_0^qp\,J(p)\,dp .
\end{equation}
$J$ is a staircase. Its smooth part is $[pd+2\arcsin(p/k_0)]/\pi-\frac12$, because rounding down loses one half on average. The steps themselves matter one order later, as before. This gives
\begin{equation}
\frac NA=\frac{q^3d}{3\pi^2}-\frac{q^2}{4\pi}+\frac2{\pi^2}\int_0^qp\arcsin\frac p{k_0}\,dp .
\label{leak}
\end{equation}
Put $u=p/k_0$, $s=q/k_0$ and $a=\arcsin s$. Integration by parts gives
\begin{equation}
\int_0^su\arcsin u\,du=\frac{s^2a}{2}-\frac12\int_0^s\frac{u^2\,du}{\sqrt{1-u^2}}=\frac{s^2a}2-\frac{a-s\sqrt{1-s^2}}4,
\end{equation}
where the last integral was done with $u=\sin\theta$. Multiplying by $k_0^2=q^2/s^2$ and inserting the result in (\ref{leak}),
\begin{equation}
\frac NA=\frac{q^3d}{3\pi^2}-\frac{q^2}{4\pi}F,\qquad F=1-\frac4\pi\left[a-\frac{a-s\sqrt{1-s^2}}{2s^2}\right].
\end{equation}
Set this equal to $k^3d/(3\pi^2)$ and write $q=k+\delta q$. To first order $k^2d\,\delta q/\pi^2=k^2F/(4\pi)$, so $\delta q=\pi F/(4d)$. The energy rises by $2\,\delta q/k=\pi F/(2kd)$. Leakage multiplies the leading law by $F$, evaluated at $s=\sqrt{E_b/V_0}$.

\textbf{Q.} Surely $F$ is near one for a decent barrier.

\textbf{A.} It is not. For small $s$ the square bracket is $s-s/3=2s/3$, so $F\approx1-8s/(3\pi)$, and $s$ falls only as $V_0^{-1/2}$. Reaching $F=0.9$ takes $s=0.118$, a barrier of about $70E_b$. The table keeps $d=3$ nm and the electrons per area fixed; barriers are measured from the bulk Fermi energy.
\begin{center}
\begin{tabular}{cccc}
barrier (eV) & $F$ & $0.227F$ (eV) & solved rise (eV)\\
4.5 & 0.346 & 0.079 & 0.075\\
2.5 & 0.247 & 0.056 & 0.052
\end{tabular}
\end{center}
The first barrier is roughly that of a metal against vacuum, the second roughly that against an oxide. In the solved values, the first removes 68\% and the second 78\% of the hard-wall rise of 0.237 eV. Neither restores neutrality, however. With a uniform background of thickness $d$, the electron densities in these two wells still give electrostatic energies of about 23 and 16 eV between centre and wall. The table therefore describes non-interacting electrons in an imposed flat potential.

\textbf{Q.} You also gave the electrons the free mass and a single band.

\textbf{A.} Let the mass along the normal be $m_z$, and let $w$ be the in-plane mass times the number of equal bands. A subband then holds $w(E_F-E_j)/\pi$ electrons per area, with $E_j=k_j^2/(2m_z)$. Writing $E_F=q^2/(2m_z)$ turns this into $(w/m_z)(q^2-k_j^2)/(2\pi)$. The filling condition is the old one with $n$ replaced by $nm_z/w$, so in the law
\begin{equation}
k\;\to\;\left(\frac{3\pi^2n\,m_z}{w}\right)^{1/3}.
\end{equation}
For one band with an isotropic mass the mass cancels. Doubling $m_z$ alone divides the leading 4.59\% by $2^{1/3}$, giving 3.65\%; the solved value is 3.83\%. Three equal bands multiply it by $3^{1/3}$, giving 6.63\%; the solved value is 6.99\%. Each percentage refers to the bulk Fermi energy of its own model.

\textbf{Q.} And room temperature?

\textbf{A.} At 300 K the thermal energy is 26 meV, and the chemical potential of the 3 nm hard-wall film moves by $-0.015$ meV. The density of states is constant within each subband, so a change needs a subband edge within a few thermal energies of the Fermi level. The nearest edge lies about 0.13 eV away.

\textbf{Q.} Then tell me plainly: is the Fermi energy of my 3 nm titanium nitride electrode raised by 0.24 eV?

\textbf{A.} The model does not support that conclusion. A density of some $10^{22}\,\mathrm{cm^{-3}}$ and a thickness of a few nanometres are in the rough range of such electrodes, but one free-electron band is a crude picture of a compound whose conduction states come largely from titanium $d$ orbitals. The hard walls and the imposed mean density are separate failures, and the rise itself depends on them. Finite barriers, with the inner potential still held flat, reduce 0.24 eV to between 0.05 and 0.08 eV. With hard walls placed for neutrality the $1/d$ rise disappears, leaving a change of a few millielectronvolts whose sign depends on the exact thickness; at 3.00 nm it is a fall. Nor does a rise above the floor by itself determine the change of work function, which also depends on how the floor moves relative to the vacuum.

\textbf{Q.} Would I at least see the subband oscillation?

\textbf{A.} Probably not in a rough, strongly scattering film. A thickness change of 0.2 nm, about one atomic layer, is 0.73 of the oscillation period $\pi/k=0.276$ nm. For a mean free path of 1 nm, a rough assumption, the lifetime broadening (Fermi velocity over mean free path) is 0.87 eV. The subband spacing at the Fermi energy is 0.96 eV, so the steps would be largely blurred. Flat films with long mean free paths are the condition for resolving them. The numerical output below gives the values for this film.

\section*{Values computed for the example and the checks}
\begin{verbatim}
electron density: 5.00e+22 cm^-3
bulk Fermi wave number k: 11.397 nm^-1
bulk Fermi energy: 4.9490 eV = 0.18187 Hartree
thickness period pi/k: 0.2756 nm
Fermi energy rise as percent of bulk: solved, leading, second order
  d =  2.0 nm: 7.092 %, 6.891 %, 7.089 %
  d =  3.0 nm: 4.795 %, 4.594 %, 4.795 %
  d =  5.0 nm: 2.792 %, 2.756 %, 2.792 %
  d = 10.0 nm: 1.386 %, 1.378 %, 1.386 %
averaged second-order coefficient near x0 = 100: 0.1880 (no unit)
Details for d = 3.0 nm
x0 = k d/pi: 10.883 (no unit)
filled subbands: 11
density from counted states: 49.979 nm^-3 (input 50.0)
film Fermi energy: 5.1863 eV
rise, solved: 0.2373 eV = 0.00872 Hartree
rise, leading law: 0.2274 eV
deficit length 3 pi/(8k) at each wall: 0.1034 nm
density at slab centre / mean density: 1.0676
Neglected effects, same film
electrostatic energy, centre minus wall: 68.15 eV
same, walls moved out by deficit length: -0.42 eV
Fermi energy change, walls moved out: -0.0025 eV
barrier 4.5 eV above bulk Fermi energy: rise 0.0750 eV, factor F 0.346
  decay length at bulk Fermi energy: 0.0920 nm
barrier 2.5 eV above bulk Fermi energy: rise 0.0525 eV, factor F 0.247
  decay length at bulk Fermi energy: 0.1235 nm
thermal energy at 300 K: 25.85 meV
chemical potential change at 300 K: -0.0149 meV
perp. mass doubled: rise 3.825 % of its own bulk value
three equal bands: rise 6.990 % of its own bulk value
rise at d = 2.8 nm: 0.2490 eV
rise at d = 3.2 nm: 0.2222 eV
oscillation phase for 0.2 nm: 0.726 periods
subband spacing at the Fermi energy: 0.961 eV
lifetime broadening, mean free path 1.0 nm: 0.868 eV
\end{verbatim}
